# Two-Electron Darwin and Spin-Same-Orbit Terms from the Coulomb Repulsion, part 2

Two electrons repel each other through the instantaneous Coulomb interaction, and each has the kinetic energy of the Dirac equation, $h_i=\beta_i c^2+c\,\boldsymbol\alpha_i\cdot\mathbf p_i$, with

$$\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix}.$$

The problem is to find the operators, correct through order $\alpha^2$, that represent this repulsion in a description by two-component Pauli spinors.

Hartree atomic units are used, so that $\hbar=m=e=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant. Further, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, $\mathbf p_i=-i\nabla_i$, and the spins are $\mathbf s_i=\boldsymbol\sigma_i/2$, with Pauli matrices $\boldsymbol\sigma_i$. They obey $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, also for operators if their order is kept.

For two electrons of positive energy and momenta small against $c$, an interaction $V$ acquires through order $\alpha^2$ the correction $W_1+W_2$, where

$$W_i=-\frac{\alpha^2}{8}[\boldsymbol\sigma_i\cdot\mathbf p_i,[\boldsymbol\sigma_i\cdot\mathbf p_i,V]]
=\frac{\alpha^2}{8}\nabla_i^2V+\frac{\alpha^2}{4}\boldsymbol\sigma_i\cdot(\nabla_iV\times\mathbf p_i).$$

The first term is the Darwin term; it acts as if the electron were spread over a distance of about $\alpha$ bohr. The second is the spin-orbit term. The same formula holds for a one-electron potential, such as that of a nucleus. The Breit interaction is not included.

The calculated quantities at the end include an earlier test, the finite Dirac model: two one-dimensional Dirac particles on a ring, with a repulsion that stays finite at contact. The errors listed are those of the reduced Hamiltonian, with and without the double commutators, relative to the Dirac levels of the same model, for the six lowest levels with both particles at positive energy.

Part (f) now asks for the operators of the Coulomb repulsion: insert $V=1/r_{12}$, treat the point $\mathbf r_1=\mathbf r_2$ with care, and give the contact operator and the spin-dependent operator for the pair.

**Solution.** Away from the origin $\nabla^2(1/r)=0$. To find what happens at the origin, let $g(\mathbf r)$ be a smooth function that vanishes at large distance, and apply Green's theorem outside a small sphere of radius $\varepsilon$. The outward normal of that region points towards the origin, so the normal derivative is $-\partial_r$:

$$\int_{r>\varepsilon}\frac{\nabla^2g}{r}\,d^3r=\oint_{r=\varepsilon}\left[-\frac1r\,\partial_rg+g\,\partial_r\frac1r\right]dS.$$

The sphere has area $4\pi\varepsilon^2$. The first term is of order $\varepsilon$ and vanishes in the limit. In the second, $\partial_r(1/r)=-1/\varepsilon^2$, so the limit is $-4\pi g(0)$. This is the meaning of

$$\nabla^2\frac1r=-4\pi\,\delta(\mathbf r).$$

At fixed $\mathbf r_2$ the Laplacian $\nabla_1^2$ acts on a function of $\mathbf r_1-\mathbf r_2$, and likewise for $\nabla_2^2$ at fixed $\mathbf r_1$. Each electron contributes

$$\frac{\alpha^2}{8}\left(-4\pi\,\delta(\mathbf r_{12})\right)=-\frac{\pi}{2}\alpha^2\delta(\mathbf r_{12}),$$

and the two contributions add to the two-electron Darwin term

$$H_{\rm D}=-\pi\alpha^2\,\delta(\mathbf r_{12}).$$

For the spin-dependent part the gradients are

$$\nabla_1\frac1{r_{12}}=-\frac{\mathbf r_{12}}{r_{12}^3},\qquad \nabla_2\frac1{r_{12}}=+\frac{\mathbf r_{12}}{r_{12}^3}.$$

With $\tfrac14\boldsymbol\sigma_i=\tfrac12\mathbf s_i$, the sum over both electrons is the spin-same-orbit operator

$$H_{\rm SSO}=-\frac{\alpha^2}{2}\,\frac{\mathbf s_1\cdot(\mathbf r_{12}\times\mathbf p_1)-\mathbf s_2\cdot(\mathbf r_{12}\times\mathbf p_2)}{r_{12}^3}.$$

The minus sign between the terms is required by the symmetry of the pair: exchanging the labels turns $\mathbf r_{12}$ into $-\mathbf r_{12}$ and carries each term into the other. The name reflects that each spin is coupled to the momentum of the same electron.

The Darwin term is negative because two slightly spread charges repel each other less at close contact than two points do. It vanishes for a spatial wave function that is antisymmetric in the two positions, as in a spin triplet, because such a function is zero at $\mathbf r_1=\mathbf r_2$.

### (g) The same result from free Dirac spinors

Consider scattering by the Coulomb interaction with $\mathbf p_1\to\mathbf p_1'=\mathbf p_1+\mathbf q$ and $\mathbf p_2\to\mathbf p_2'=\mathbf p_2-\mathbf q$. Expand the amplitude between normalized positive-energy spinors through order $\alpha^2$, and compare it with the operators of part (f).

**Solution.** The Fourier transform $F(q)$ of $1/r$ follows from the Laplacian above: $-q^2F=-4\pi$, hence $F=4\pi/q^2$. Each electron contributes in addition the overlap $u^\dagger(\mathbf p')u(\mathbf p)$ of its spinors.

A positive-energy spinor has the lower component $c\,\boldsymbol\sigma\cdot\mathbf p/(\mathcal E+c^2)$ times the upper one, where $\mathcal E=c\sqrt{c^2+p^2}$. To leading order this factor is $\boldsymbol\sigma\cdot\mathbf p/(2c)$. Normalization then fixes the upper component as $(1-p^2/8c^2)\chi$, with $\chi$ a Pauli spinor. Between $\chi'$ and $\chi$ the overlap is represented by the matrix

$$1-\frac{p^2+p'^2}{8c^2}+\frac{(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)}{4c^2}
=1-\frac{(\mathbf p'-\mathbf p)^2}{8c^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)}{4c^2}.$$

The scalar product $\mathbf p'\cdot\mathbf p/4c^2$ has completed the square. For electron 1, $\mathbf p_1'\times\mathbf p_1=\mathbf q\times\mathbf p_1$; for electron 2 the sign of $\mathbf q$ is reversed. Multiplying the two overlaps and $4\pi/q^2$ gives

$$M=\frac{4\pi}{q^2}\left[1-\frac{\alpha^2q^2}{4}+\frac{i\alpha^2}{4}\left(\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)-\boldsymbol\sigma_2\cdot(\mathbf q\times\mathbf p_2)\right)\right]+O(\alpha^4).$$

The second term in the bracket yields the constant $-\pi\alpha^2$. A constant in momentum space is a delta function in position space, so this is $H_{\rm D}$. In the spin terms, $i\mathbf q\,4\pi/q^2$ is the transform of $\nabla_1(1/r_{12})$, and $-i\mathbf q\,4\pi/q^2$ that of $\nabla_2(1/r_{12})$. They reproduce $\tfrac{\alpha^2}4\boldsymbol\sigma_i\cdot(\nabla_iV\times\mathbf p_i)$ for each electron.

A numerical test used the complete spinors for one set of momenta of order 1. The spin-independent correction, divided by $\alpha^2$, was $-3.14005$ at $c=50$ and $-3.14121$ at $c=100$, approaching $-\pi=-3.14159$. The largest deviation of the whole spin matrix from the formula, also divided by $\alpha^2$, fell by a factor of 3.998 when $c$ was doubled, as expected for a neglected term of order $\alpha^4$.

The amplitude also shows where the expansion fails. Overlaps of normalized spinors cannot exceed 1 in magnitude, so the complete amplitude is at most $4\pi/q^2$ and falls off at large $q$. The expanded contact term stays at $-\pi\alpha^2$ for every $q$. Used twice, in second-order perturbation theory, it leads at large intermediate momentum $k$ to an integral of the form $\int d^3k/k^2$, which diverges. The contact term is therefore used here as a first-order expectation value.

### (h) A 1s and a 2p electron

Let one electron occupy a 1s orbital with spin down and the other a 2p orbital with $m_l=1$ and spin up, around a nucleus of charge $Z$:

$$\psi_s=\sqrt{\frac{a^3}{\pi}}\,e^{-ar},\qquad \psi_p=\sqrt{\frac{\zeta^5}{64\pi}}\,(x+iy)\,e^{-\zeta r/2}.$$

Find the expectation values of $H_{\rm D}$ and $H_{\rm SSO}$ in the determinant formed from these orbitals. Evaluate them for $Z=2$, $a=2$, $\zeta=1$, and compare the second with the nuclear spin-orbit energy of the 2p electron.

**Solution.** The numbers are round model parameters, and the determinant is an illustrative state, not an energy eigenstate.

*Exchange.* For an operator $A$ symmetric in the electrons, the expectation value is $\langle ps|A|ps\rangle-\langle ps|A|sp\rangle$, with $p=\psi_p{\uparrow}$ and $s=\psi_s{\downarrow}$. In the exchange element both electrons change their spin function. The Darwin term contains no spin, so its exchange element has the factor $\langle\uparrow|\downarrow\rangle=0$. Each part of $H_{\rm SSO}$ contains the spin of one electron; the other electron supplies the same vanishing factor. Only the direct elements remain.

*Darwin energy.* The direct element of the delta function is the overlap of the two densities. The angular integral $\int(x^2+y^2)\,d\Omega=8\pi r^2/3$ gives the radial density of the 2p electron, $\zeta^5r^4e^{-\zeta r}/24$. With $k=\zeta+2a$ and $\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}$,

$$\langle\delta(\mathbf r_{12})\rangle=\frac{a^3}{\pi}\,\frac{\zeta^5}{24}\int_0^\infty r^4e^{-kr}\,dr=\frac{a^3\zeta^5}{\pi k^5}.$$

Here $k=5$, so the value is $8/(3125\,\pi)=8.149\times10^{-4}$ bohr$^{-3}$. With $\alpha^2=5.3251\times10^{-5}$,

$$\langle H_{\rm D}\rangle=-\pi\alpha^2\,(8.149\times10^{-4})=-1.363\times10^{-7}\ \text{hartree},$$

or $-0.0299$ cm$^{-1}$.

*Spin-same-orbit energy.* Averaged over the 1s electron, $1/r_{12}$ becomes the potential $U(r)$ of a spherical charge cloud. By Gauss's law its gradient is $-Q(r)\,\mathbf r/r^3$, where $Q(r)$ is the number of 1s electrons within the radius $r$:

$$Q(r)=\int_0^r4a^3t^2e^{-2at}\,dt=1-e^{-2ar}(1+2ar+2a^2r^2).$$

The right-hand side vanishes at $r=0$ and has the derivative $4a^3r^2e^{-2ar}$, which verifies the integral. With $\mathbf l=\mathbf r\times\mathbf p$, the 2p electron has the spin-orbit operator

$$\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla U\times\mathbf p)=-\frac{\alpha^2}{2}\,\frac{Q(r)}{r^3}\,\mathbf s\cdot\mathbf l.$$

For spin up only $s_z=\tfrac12$ has an expectation value, and $l_z=1$. The energy is $-\tfrac{\alpha^2}{4}\langle Q/r^3\rangle$.

The 1s electron contributes nothing. Its orbital is real, so $\psi_s\nabla\psi_s=\tfrac12\nabla\psi_s^2$. The integral needed is that of $\nabla U_p\times\nabla\psi_s^2$, with $U_p$ the potential of the 2p density. It equals the integral of $-\nabla\times(\psi_s^2\nabla U_p)$, a surface term that vanishes at infinity.

The radial average is

$$\left\langle\frac{Q}{r^3}\right\rangle=\frac{\zeta^5}{24}\int_0^\infty r\,e^{-\zeta r}Q(r)\,dr=\frac{\zeta^5}{24}\left[\frac1{\zeta^2}-\frac1{k^2}-\frac{4a}{k^3}-\frac{12a^2}{k^4}\right].$$

For the chosen parameters the bracket is $1-0.0400-0.0640-0.0768=0.8192$, and the average is $0.034133$ bohr$^{-3}$. Therefore

$$\langle H_{\rm SSO}\rangle=-\frac{5.3251\times10^{-5}}{4}\times0.034133=-4.544\times10^{-7}\ \text{hartree},$$

or $-0.0997$ cm$^{-1}$.

*Comparison with the nucleus.* For $V=-Z/r$ the gradient is $+Z\mathbf r/r^3$. The same steps give $+\tfrac{\alpha^2}4Z\langle1/r^3\rangle$, with $\langle1/r^3\rangle=\zeta^3/24=0.041667$ bohr$^{-3}$. This is $1.109\times10^{-6}$ hartree. The sum of both energies is $6.550\times10^{-7}$ hartree, so the repulsion cancels a fraction $0.8192/2=0.41$ of the nuclear term.

The combination $Z-Q(r)$ explains this: the 2p electron feels the electric field of the nucleus reduced by the 1s charge inside its own radius. As the 1s cloud contracts, $a\gg\zeta$, the bracket tends to $1/\zeta^2$ and one full unit of charge is screened. In the same limit the Darwin energy tends to zero as $a^{-2}$, because the 2p density vanishes at the nucleus. The limit must respect $a\ll c$, or the 1s momenta leave the range of the expansion. The fraction 0.41 and the reading in terms of $Z-Q(r)$ hold for opposite spins. With both spins up, the exchange element of $H_{\rm SSO}$ no longer vanishes, and for the same orbitals it raises the fraction to 0.57. Both numbers describe the Coulomb part alone; the Breit interaction adds a spin-other-orbit operator of the same order in $\alpha$.

### (i) A check without derivatives of the potential

The delta function and the field $Q/r^2$ came from differentiating $1/r_{12}$. Rewrite the expectation value of the double commutator so that no derivative acts on the potential. Use the result to confirm both energies of part (h).

**Solution.** Let $\Lambda=\boldsymbol\sigma\cdot\mathbf p$, which is Hermitian and satisfies $\Lambda^2=p^2$. For a one-electron potential $U$,

$$[\Lambda,[\Lambda,U]]=\Lambda^2U-2\Lambda U\Lambda+U\Lambda^2.$$

In an expectation value, the outer factors of $\Lambda$ can be moved onto the state. The correction for that electron becomes

$$\langle W\rangle=\frac{\alpha^2}{4}\left[\langle\Lambda\psi|U|\Lambda\psi\rangle-\mathrm{Re}\,\langle\psi|U|p^2\psi\rangle\right].$$

*Half the sum over the two spin directions.* The spin average of $|\Lambda\psi|^2$ is $|\nabla\psi|^2$, because the term linear in $\boldsymbol\sigma$ cancels. Since $p^2=-\nabla^2$ and

$$|\nabla\psi|^2+\mathrm{Re}\,\psi^*\nabla^2\psi=\tfrac12\nabla^2|\psi|^2,$$

the half sum is $\tfrac{\alpha^2}8\int U\,\nabla^2|\psi|^2\,d^3r$. Two integrations by parts and $\nabla^2U=-4\pi\psi_s^2$ turn it into $-\tfrac\pi2\alpha^2\langle\delta(\mathbf r_{12})\rangle$ for the 2p electron. This is one half of the Darwin energy.

*Half the difference.* Write $\psi_p=(x+iy)f$, so that $f'=-\tfrac\zeta2f$, and let $\rho^2=x^2+y^2$. For spin up, $\Lambda\psi$ has the components $-i\partial_z\psi_p$ and $-i(\partial_x+i\partial_y)\psi_p$. In the second, the derivatives of $x+iy$ cancel, which leaves

$$|\Lambda\psi|^2=\frac{f'^2}{r^2}\left(\rho^2z^2+\rho^4\right)=\frac{\zeta^2}{4}\rho^2f^2.$$

For spin down the operator is $\partial_x-i\partial_y$, and the derivatives of $x+iy$ add to 2:

$$|\Lambda\psi|^2=f^2\left[\left(2-\frac{\zeta\rho^2}{2r}\right)^2+\frac{\zeta^2\rho^2z^2}{4r^2}\right]=f^2\left[4-\frac{2\zeta\rho^2}{r}+\frac{\zeta^2\rho^2}{4}\right].$$

The last terms of both expressions agree and drop out of the difference. Averaging over angles replaces $\rho^2$ by $2r^2/3$. Relative to the averaged density $\tfrac23r^2f^2$, up minus down is $-6/r^2+2\zeta/r$. With the radial density of part (h), half the difference of the energies is

$$\frac{\alpha^2}{8}\,\frac{\zeta^5}{24}\int_0^\infty U\,(-6r^2+2\zeta r^3)\,e^{-\zeta r}\,dr.$$

The factor multiplying $U$ is $-2\,d(r^3e^{-\zeta r})/dr$. Integration by parts, with vanishing boundary terms, gives

$$\frac{\alpha^2}{4}\,\frac{\zeta^5}{24}\int_0^\infty U'\,r^3e^{-\zeta r}\,dr=\frac{\alpha^2}{4}\left\langle\frac{U'}r\right\rangle=-\frac{\alpha^2}{4}\left\langle\frac{Q}{r^3}\right\rangle,$$

since $U'=-Q/r^2$. This is the spin-same-orbit energy.

The numerical test evaluates the form without derivatives of $U$ by quadrature. The 2p electron gives $-5.226\times10^{-7}$ hartree for spin up and $+3.862\times10^{-7}$ hartree for spin down. Half the sum is $-6.816\times10^{-8}$ hartree and half the difference $-4.544\times10^{-7}$ hartree. The 1s electron, in the potential of the 2p density, gives $-6.816\times10^{-8}$ hartree, the other half of the Darwin energy. The state of part (h) thus has the total

$$(-5.226-0.682)\times10^{-7}=-5.907\times10^{-7}\ \text{hartree}$$

when the unrounded values are added, in agreement with $\langle H_{\rm D}\rangle+\langle H_{\rm SSO}\rangle$.

## Calculated quantities

```
FINITE DIRAC MODEL, six lowest levels
c = 30 a.u.: largest error with double commutators 4.843e-07 hartree
c = 30 a.u.: largest error without them 1.079e-04 hartree
c = 60 a.u.: largest error with double commutators 3.029e-08 hartree
c = 60 a.u.: largest error without them 2.695e-05 hartree
error ratio on doubling c, with them: 15.99 (no unit)
error ratio on doubling c, without: 4.00 (no unit)
FREE-SPINOR AMPLITUDE
p1 = [ 0.5 -0.3  0.8] a.u.
p2 = [-0.4  0.9  0.2] a.u.
q  = [ 0.7  0.6 -0.5] a.u.
c = 50 a.u.: contact coefficient / alpha^2 = -3.140053 a.u.
c = 50 a.u.: largest matrix error / alpha^2 = 2.310e-03 a.u.
c = 100 a.u.: contact coefficient / alpha^2 = -3.141208 a.u.
c = 100 a.u.: largest matrix error / alpha^2 = 5.777e-04 a.u.
-pi for comparison: -3.141593 a.u.
matrix error ratio on doubling c: 3.998 (no unit)
WORKED EXAMPLE
nuclear charge Z = 2.0 e
1s exponent a = 2.0 1/bohr
2p effective charge zeta = 1.0 e
k = zeta + 2a = 5.0 1/bohr
alpha^2 = 5.325135e-05 (no unit)
<delta(r12)> = 8.148733e-04 1/bohr^3
<1/r^3> in 2p = 0.041667 1/bohr^3
<Q/r^3> in 2p = 0.034133 1/bohr^3
<Q/r^3>/<1/r^3> = 0.8192 (no unit)
two-electron Darwin energy = -1.36323e-07 hartree
two-electron Darwin energy = -0.02992 cm^-1
spin-same-orbit energy = -4.54412e-07 hartree
spin-same-orbit energy = -0.09973 cm^-1
nuclear spin-orbit energy = 1.10940e-06 hartree
nuclear plus same-orbit = 6.54992e-07 hartree
screened fraction = 0.4096 (no unit)
DIRECT COMMUTATOR INTEGRALS
2p electron, spin up: -5.22573e-07 hartree
2p electron, spin down: 3.86250e-07 hartree
half sum (Darwin part of 2p): -6.81617e-08 hartree
half difference (spin-orbit): -4.54412e-07 hartree
1s electron, spin down: -6.81617e-08 hartree
sum for the example state: -5.90735e-07 hartree
Darwin + same-orbit formulas: -5.90735e-07 hartree
```
